# Charged-impurity resistivity of a spin-polarized two-dimensional gas

## Problem

Electrons of areal density $n$ and band mass $m$ move in an ideally thin layer at zero temperature. They occupy $g_v$ equivalent valleys and, without a field, both spin states. Unit charges of areal density $n_i$ lie at random in the same plane, and the surrounding medium has permittivity $\kappa$. A magnetic field parallel to the layer acts through the Zeeman energy alone, and it is strong enough to align every spin. The densities $n$ and $n_i$ are held fixed.

Impurities are screened in the static random phase approximation (RPA) and scatter to lowest order in the screened potential (Born approximation). They flip no spins and transfer no electrons between valleys. Find the ratio $\rho_P/\rho_0$ of the polarized to the unpolarized resistivity. Show that it tends to 4 when screening is strong, say what "strong" means, and evaluate the ratio for a silicon inversion layer.

Hartree atomic units are used, so resistivity is in units of $\hbar/e^2\approx4108\ \Omega$. Let $g$ be the number of occupied spin-valley species, called flavours: $g=2g_v$ without field and $g=g_v$ after polarization.

## A first estimate by scaling

Consider a screening cloud that neutralizes the impurity over a distance much shorter than the electron wavelength. Let $U$ be the screened potential energy integrated over the layer, which is its Fourier transform at long wavelength. It displaces $DU$ electrons, where $D$ is the total density of states per area, so neutrality of a unit charge requires $DU=1$ and $U=1/D$. Polarization removes half the flavours, halves $D$ and doubles $U$. The scattering rate goes as $U^2$ times the density of final states. An electron keeps its spin and valley, so those final states belong to one flavour, and their density is unchanged. The rate rises fourfold, and at fixed $n$ so does the resistivity.

With weak screening the answer is different. The potential is then nearly the bare one, $U\propto1/q$, with momentum transfers $q$ of the order of the Fermi wave number. Putting all electrons into half the flavours doubles the square of that wave number, so $U^2$ and the resistivity fall by half.

The estimate is therefore 4 or $1/2$, depending on whether the Fermi wave number is small or large compared with the screening wave number. It does not tell how small is small enough.

## Exact solution of the model

**Fermi circles.** One flavour fills a circle of area $\pi k_F^2$ with one state per $(2\pi)^2$, hence

$$\frac ng=\frac{k_F^2}{4\pi},\qquad k_F=\sqrt{\frac{4\pi n}{g}} .$$

Halving $g$ multiplies $k_F$ by $\sqrt2$.

The field needed follows from the energy, taken here without interactions between the electrons. Let the spin densities be $n(1\pm\zeta)/2$ and let $E_F=k_F^2/2m$ be the unpolarized Fermi energy. The two spin species have Fermi energies $E_F(1\pm\zeta)$ and a mean kinetic energy of half that per electron. With Landé factor $g_L$ and Bohr magneton $\mu_B$, the energy per area is

$$\frac{nE_F}{4}\left[(1+\zeta)^2+(1-\zeta)^2\right]-\frac{\zeta n g_L\mu_BB}{2}
=\frac{nE_F}{2}(1+\zeta^2)-\frac{\zeta n g_L\mu_BB}{2}.$$

Its minimum is at $\zeta=g_L\mu_BB/2E_F$, which reaches 1 at $g_L\mu_BB_c=2E_F$.

**Static response.** With occupations $f$ and energies $\varepsilon_k=k^2/2m$, one flavour responds as

$$\Pi_1(q)=\mathrm P\!\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .$$

In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. The occupation becomes $f_{\mathbf k}$ and the denominator changes sign, so this term equals the first. Take $\mathbf q$ along $x$, so that $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=(q/m)(k_x+q/2)$. The $k_y$ integral gives the chord $2\sqrt{k_F^2-k_x^2}$, and

$$\Pi_1=\frac{m}{\pi^2q}\,I,\qquad
I=\mathrm P\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-x^2}}{x-c}\,dx,\qquad c=-\frac q2 .$$

Write the root as $(k_F^2-x^2)/\sqrt{k_F^2-x^2}$ and use $k_F^2-x^2=(k_F^2-c^2)-(x-c)(x+c)$:

$$I=(k_F^2-c^2)\,\mathrm P\!\int_{-k_F}^{k_F}\frac{dx}{(x-c)\sqrt{k_F^2-x^2}}
-\int_{-k_F}^{k_F}\frac{x+c}{\sqrt{k_F^2-x^2}}\,dx .$$

For $q<2k_F$ set $x=k_F\cos\varphi$ and $c=k_F\cos\alpha$. The first integral becomes $k_F^{-1}\,\mathrm P\!\int_0^\pi d\varphi/(\cos\varphi-\cos\alpha)$, whose integrand has the antiderivative

$$\frac1{\sin\alpha}\ln\left|\frac{\sin[(\varphi+\alpha)/2]}{\sin[(\varphi-\alpha)/2]}\right| .$$

This vanishes at $\varphi=0$ and $\varphi=\pi$, and its values on either side of $\varphi=\alpha$ cancel in the principal value. The first integral is therefore zero. The second is $\pi c$, since its odd part vanishes. Thus $I=-\pi c=\pi q/2$ and

$$\Pi_1=\frac m{2\pi}\quad(q\le2k_F),\qquad D=g\Pi_1=\frac{gm}{2\pi},$$

the endpoint following by continuity. Elastic scattering on the Fermi circle involves no larger $q$, so this constant suffices in both spin states.

**Screened potential.** The bare potential energy of a repulsive unit charge is $V=2\pi/(\kappa q)$. It induces the density $-DU$, which contributes $-VDU$ to the total:

$$U=V-VDU\quad\Rightarrow\quad
U=\frac{V}{1+VD}=\frac{2\pi}{\kappa(q+q_s)},\qquad q_s=\frac{2\pi D}{\kappa}=\frac{gm}{\kappa}.$$

An attractive charge reverses the sign of $U$, which does not matter in Born approximation. Since $2\pi/(\kappa q_s)=1/D$, the neutrality estimate is recovered for $q\ll q_s$.

**Scattering rate.** An electric field shifts the distribution by an amount proportional to $\cos\varphi$, where $\varphi$ is the direction of motion. Scattering by $\theta$ replaces $\cos\varphi$ by $\cos(\varphi+\theta)$. The rate is even in $\theta$, so the term in $\sin\theta$ averages to zero and the shift decays with weight $1-\cos\theta$. The golden rule, with $k'dk'=m\,d\varepsilon'$, gives

$$\frac1\tau=2\pi n_i\frac{m}{(2\pi)^2}\int_0^{2\pi}(1-\cos\theta)U^2d\theta
=\frac{n_im}{\pi}\int_0^\pi(1-\cos\theta)U^2d\theta .$$

Here $q=2k_F\sin(\theta/2)$. Define $s=2k_F/q_s$, so that $U=D^{-1}[1+s\sin(\theta/2)]^{-1}$ and

$$\frac1\tau=\frac{n_im}{D^2}\Phi(s),\qquad
\Phi(s)=\frac1\pi\int_0^\pi\frac{1-\cos\theta}{[1+s\sin(\theta/2)]^2}\,d\theta,\qquad\Phi(0)=1 .$$

All flavours have the same $\tau$, so $\rho=m/(n\tau)$. Inserting $D$,

$$\rho=\left(\frac{2\pi}{g}\right)^2\frac{n_i}{n}\,\Phi(s).$$

**The ratio.** Polarization halves $g$, which quadruples the prefactor. It also raises $k_F$ by $\sqrt2$ and halves $q_s$, so $s$ becomes $2\sqrt2\,s$. With $s$ denoting the unpolarized value from here on,

$$\frac{\rho_P}{\rho_0}=4\,\frac{\Phi(2\sqrt2\,s)}{\Phi(s)} .$$

For small $s$, expand $(1+su)^{-2}=1-2su+\dots$ with $u=\sin(\theta/2)$. The weighted mean of $u$ is

$$\frac1\pi\int_0^\pi2\sin^3\frac\theta2\,d\theta=\frac4\pi\int_0^{\pi/2}\sin^3t\,dt=\frac{8}{3\pi}.$$

Hence $\Phi=1-16s/(3\pi)+\dots$ and

$$\frac{\rho_P}{\rho_0}=4\left[1-\frac{16}{3\pi}(2\sqrt2-1)s+\dots\right]\simeq4(1-3.10\,s).$$

This proves the limit 4. For large $s$ the identity $1-\cos\theta=2\sin^2(\theta/2)$ gives $\Phi\to2/s^2$, and the ratio tends to $4/(2\sqrt2)^2=1/2$.

## Comparison

Both limits agree with the scaling estimate. Numerical integration of $\Phi$ fills the gap between them:

| $s$ | 0.001 | 0.01 | 0.1 | 1 | 10 | 1000 |
|---|---|---|---|---|---|---|
| $\rho_P/\rho_0$ | 3.99 | 3.88 | 3.07 | 1.26 | 0.62 | 0.50 |

By the expansion above, strong screening means $3.1\,s\ll1$. A ratio of 3.6 already requires $s=0.036$.

**Silicon (100) layer.** Take rough typical values: $n=10^{11}\ \mathrm{cm^{-2}}$, $n_i=2\times10^{10}\ \mathrm{cm^{-2}}$, $g_v=2$, $m=0.19$, and $\kappa=7.8$, the mean for silicon and its oxide. Without field $g=4$, so

$$k_F=\sqrt{\pi\times10^{-3}}=0.05605\ \mathrm{nm^{-1}},\qquad
q_s=\frac{4\times0.19}{7.8\,a_0}=1.84\ \mathrm{nm^{-1}},$$

with $a_0$ the Bohr radius. This gives $s=0.061$, and $0.172$ after polarization. The corresponding $\Phi$ are 0.904 and 0.763:

$$\rho_0=\left(\frac{2\pi}4\right)^2(0.2)(0.904)(4108\ \Omega)\approx1830\ \Omega,$$

$$\rho_P=\left(\frac{2\pi}2\right)^2(0.2)(0.763)(4108\ \Omega)\approx6190\ \Omega .$$

The ratio is 3.37, so the scaling value 4 is 19% too high relative to the full formula. The mobility falls from about 34,000 to 10,000 cm²/Vs. With $E_F=0.63$ meV and $g_L=2$, non-interacting electrons would be fully polarized at $B_c=10.9$ T. Exchange favours polarization; taken alone and to first order, it would polarize this ideally thin layer even without a field. A realistic threshold therefore requires correlation as well, and $B_c$ serves here only as the non-interacting reference.

**Is the scattering weak?** Strong screening does not ensure it. Second-order scattering passes through intermediate states that involve $q>2k_F$. There the response falls below $D$, so for charge $Z$ the RPA potential is larger in size than $2\pi Z/[\kappa(q+q_s)]$. Keeping this form at all $q$, the Thomas-Fermi potential, gives a low estimate. It is about $Z/D$ up to $q\sim q_s$. The second-order amplitude, relative to the first, has the size

$$\frac{|Z|}{D}\int_{k_F}^{q_s}\frac{p\,dp}{2\pi}\,\frac{2m}{p^2}
=\frac{m|Z|}{\pi D}\ln\frac{q_s}{k_F}=\frac{2|Z|}{g}\ln\frac{q_s}{k_F}$$

to logarithmic accuracy. This leading logarithm gives about 1.7 before and 2.5 after polarization. The terms dropped beside it lower the real part of the Thomas-Fermi values to about 1.3 and 1.7 for the s wave (1.5 and 2.2 in modulus). In the RPA potential itself the same real part is about 14 before and 7 after polarization. None of these is small, so the Born approximation is not justified for unit charges. The factor 4 is a ratio of leading coefficients in $Z^2$.

To see the effect of higher orders in this Thomas-Fermi potential, the radial Schrödinger equation was solved in it numerically. The phase shifts $\delta_l$ give $1/\tau=(4n_i/m)\sum_{l\ge0}\sin^2(\delta_l-\delta_{l+1})$, summed here up to $l=6$. The ratio becomes 2.26 for repulsive charges and 0.78 for attractive ones, for which polarization would lower the resistivity. These numbers belong to the Thomas-Fermi potential, which is too weak beyond $2k_F$ compared with the RPA. Scattering to all orders in the RPA potential itself gives about 0.37 for repulsive and 1.10 for attractive charges, so not even the direction of the change is settled. Both potentials are only linearly screened, and their phase shifts need not correspond to a displaced charge that neutralizes the impurity.

**Is the RPA good?** With $r_s=m/(\kappa\sqrt{\pi n})$, the definitions give $s=4/(g^{3/2}r_s)$, where $g$ is the unpolarized value. At fixed $g$, low density strengthens screening but raises $r_s$, here already 8.2, where the RPA is poor. Many valleys reduce $s$ at moderate $r_s$, but they do not by themselves justify the Born approximation. For $q\gg k_F$ the energy denominators in the response are $q^2/2m$, and its two equal terms add up to $4mn/q^2$ for all flavours together, independent of $g$. The RPA potential at such $q$ therefore does not shrink as $1/g$, while the first-order amplitude does.

**The real layer.** The density chosen is low for a silicon inversion layer, and the unpolarized mobility is that of a very good one. In real devices this density lies close to the apparent metal-insulator crossover, where the measured dependence of the resistivity on temperature and field is beyond this model. Other departures, each taken alone, change the Born ratio 3.37 or the mass as follows:

- Thickness: a triangular well whose field in silicon (permittivity 11.7) comes from $10^{11}\ \mathrm{cm^{-2}}$ depletion charges plus half the electron density, with normal mass 0.92, places the electrons on average 4.1 nm from charges at the interface. With the depletion charges alone the distance is 4.7 nm, the two ratios in this item fall by about 0.1, and the mass change in the last item nearly doubles. Averaging the Coulomb interactions over this profile, with the mean permittivity in place of image charges, gives 2.8; including the image charges in the interaction between electrons raises this to 2.9.
- Exchange: the Hubbard local field replaces $q_s$ by $q_s[1-q/(g\sqrt{q^2+k_F^2})]$ and gives 5.4.
- Temperature: thermal averaging of the response and the conductivity at 0.3 K, with the minority spin kept empty, gives 3.2.
- Orbital motion: at $B_c$ the same well yields a 6% larger mass for in-plane motion across the field.

These changes have different signs and need not add. The product of $k_F$ and the mean free path, $4\pi/(g\rho)$ with $\rho$ in atomic units, is 7.0 before and 4.2 after polarization, so treating collisions as independent is also only moderately justified. For this layer the factor of four is a reference limit, not a quantitative prediction.

All numerical values are calculated from the stated model.
